# Quantum capacitance of one spin-degenerate InAs subband

## Problem

A thin InAs channel holds its electrons in one two-dimensional subband. The motion in the plane is free, with the dispersion

$$E(\mathbf k)=E_1+\frac{\hbar^2k^2}{2m},\qquad m=0.023\,m_e ,$$

where $E_1$ is the subband edge, $\mathbf k$ the in-plane wave vector and $m_e$ the free-electron mass. There is one valley, and each $\mathbf k$ has two spin states of equal energy.

(a) Show that in the degenerate limit the quantum capacitance per area is near $1.5\ \mu\mathrm{F/cm^2}$.

(b) How far above the edge must the chemical potential $\mu$ lie at 300 K for this limit to hold within one percent? What is the capacitance when $\mu-E_1=0.1$ eV?

(c) The channel of part (b) is placed under an insulator of thickness 4 nm and relative permittivity 20. What gate capacitance results, and what part of a small gate-voltage step moves the subband edge?

The quantum capacitance is defined as follows. Let $e>0$ be the elementary charge and $n$ the number of electrons per area. The source fixes $\mu$. A rise of the electrostatic potential in the channel lowers the energy of every electron there, and so lowers $E_1$. The channel potential is measured by

$$\psi=\frac{\mu-E_1}{e},$$

which grows by 1 mV when the edge sinks by 1 meV. The electrons carry the charge $-en$ per area, and the gate carries the opposite charge $+en$. The quantum capacitance is the slope of the latter with respect to $\psi$:

$$C_q=\frac{d(en)}{d\psi}=e^2\frac{dn}{d(\mu-E_1)} .$$

The second factor of $e$ comes from $d\psi=d(\mu-E_1)/e$.

## A tempting solution

The density of states of a two-dimensional electron gas is constant in energy and equals $m/(\pi\hbar^2)$. The subband is spin-degenerate, so there are two such sets of states, and

$$\frac{dn}{d(\mu-E_1)}=2\times\frac{m}{\pi\hbar^2},\qquad C_q=\frac{2e^2m}{\pi\hbar^2}\approx 3.1\ \mu\mathrm{F/cm^2}.$$

The units are right, the dependence on the mass is right, and the size is plausible. Yet the result is twice the value to be shown.

## Where it fails

The fault is found by asking how many electrons this solution puts on each $\mathbf k$ point. At zero temperature all states up to $\mu$ are filled, so the wrong density of states gives

$$n_{\text{wrong}}=\frac{2m}{\pi\hbar^2}(\mu-E_1).$$

The filled states form a disc in $\mathbf k$ space. Its radius $k_F$ follows from $\hbar^2k_F^2/(2m)=\mu-E_1$. Inserting this gives

$$n_{\text{wrong}}=\frac{2m}{\pi\hbar^2}\,\frac{\hbar^2k_F^2}{2m}=\frac{k_F^2}{\pi}.$$

Now count the $\mathbf k$ points in the disc. In a square of side $L$ and area $A=L^2$ with periodic boundary conditions, each component of $\mathbf k$ is an integer multiple of $2\pi/L$. One point therefore occupies the area $(2\pi/L)^2=4\pi^2/A$ in $\mathbf k$ space. For a large square, the number of points per unit area of the channel is

$$\frac1A\,\frac{\pi k_F^2}{4\pi^2/A}=\frac{k_F^2}{4\pi}.$$

The ratio of $k_F^2/\pi$ to $k_F^2/(4\pi)$ is four. The tempting solution places four electrons on each $\mathbf k$ point, where the two spin states have room for two. The expression $m/(\pi\hbar^2)$ already contains both spins; for one spin the density of states is $m/(2\pi\hbar^2)$. The words "spin-degenerate" were used twice, once inside the remembered formula and once in front of it.

## Part (a): the degenerate limit

With two electrons per $\mathbf k$ point, the density at zero temperature is

$$n=2\times\frac{k_F^2}{4\pi}=\frac{k_F^2}{2\pi}.$$

The dispersion gives $k_F^2=2m(\mu-E_1)/\hbar^2$, and hence

$$n=\frac{1}{2\pi}\,\frac{2m(\mu-E_1)}{\hbar^2}=D_0\,(\mu-E_1),\qquad D_0=\frac{m}{\pi\hbar^2}.$$

The density is linear in $\mu-E_1$ because the area of the disc grows as $k_F^2$, and so does the kinetic energy at its rim. The slope is thus independent of the filling:

$$C_{q0}=e^2D_0=\frac{e^2m}{\pi\hbar^2}.$$

For the number, $m=0.023\,m_e=2.0952\times10^{-32}$ kg, so that

$$C_{q0}=\frac{(1.60218\times10^{-19}\ \mathrm C)^2\,(2.0952\times10^{-32}\ \mathrm{kg})}{\pi\,(1.05457\times10^{-34}\ \mathrm{J\,s})^2}=0.01539\ \mathrm{F/m^2}.$$

The units work out because $\mathrm{kg/(J\,s^2)}=\mathrm{m^{-2}}$, which leaves $\mathrm{C^2/(J\,m^2)}=\mathrm{F/m^2}$. One $\mathrm{F/m^2}$ is $10^6\ \mu\mathrm F$ on $10^4\ \mathrm{cm^2}$, or $100\ \mu\mathrm{F/cm^2}$. Therefore

$$C_{q0}=1.54\ \mu\mathrm{F/cm^2},$$

which is the value near 1.5 that was to be shown.

A second way to the number uses the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(m_ee^2)$, with $\varepsilon_0$ the vacuum permittivity. Solving for $e^2/\hbar^2$ gives $e^2/\hbar^2=4\pi\varepsilon_0/(m_ea_0)$, and so

$$C_{q0}=\frac{m}{\pi}\,\frac{4\pi\varepsilon_0}{m_ea_0}=\frac{4\varepsilon_0}{a_0}\,\frac{m}{m_e}.$$

The prefactor $4\varepsilon_0/a_0$ is $66.93\ \mu\mathrm{F/cm^2}$, and $66.93\times0.023=1.54$. This form shows why the InAs value is small: it is the value for the free-electron mass, reduced by the mass ratio. A light mass means few states per energy, so a given amount of added charge requires a larger shift of the edge relative to $\mu$.

The counting argument can be tested without the area formula for the disc, by listing the $\mathbf k$ points of a large finite square and counting those with energies between 0.05 and 0.15 eV above the edge. For a square of side $10\ \mu\mathrm m$ the count gives $D_0=9.607\times10^{12}\ \mathrm{eV^{-1}cm^{-2}}$ (the last digit moves by one or two units with the size of the square), against $9.608\times10^{12}\ \mathrm{eV^{-1}cm^{-2}}$ from the formula. The doubled density of states of the tempting solution is clearly excluded.

## Part (b): what "degenerate" requires

At temperature $T$ a state of energy $E$ is occupied with the probability

$$f(E)=\frac{1}{1+e^{(E-\mu)/k_BT}},$$

where $k_B$ is the Boltzmann constant. The density of states is $D_0$ above $E_1$ and zero below, so

$$n=D_0\int_{E_1}^{\infty}f(E)\,dE .$$

Keep $\mu$ fixed and lower the edge by a small energy $\delta$. The integral gains a strip of width $\delta$ at its lower end, where the occupation is $f(E_1)$. Hence $dn/d(\mu-E_1)=D_0f(E_1)$, and

$$C_q=C_{q0}\,f(E_1)=\frac{C_{q0}}{1+e^{-\eta}},\qquad \eta=\frac{\mu-E_1}{k_BT}.$$

For this constant density of states, the thermal factor is the occupation of the subband edge. The degenerate limit is reached when the lowest state is almost surely filled.

The density itself will be needed in part (c). With $x=(E-E_1)/(k_BT)$ the integral becomes

$$n=D_0k_BT\int_0^\infty\frac{dx}{1+e^{x-\eta}} .$$

Multiplying numerator and denominator by $e^{\eta-x}$ turns the integrand into $e^{\eta-x}/(1+e^{\eta-x})$, which is $-\frac{d}{dx}\ln(1+e^{\eta-x})$. The upper limit contributes $\ln 1=0$, and the lower limit gives

$$n=D_0k_BT\,\ln(1+e^{\eta}).$$

Its derivative with respect to $\mu-E_1=k_BT\,\eta$ is $D_0e^\eta/(1+e^\eta)=D_0/(1+e^{-\eta})$, in agreement with the strip argument.

Three cases show the range of the result. For $\eta\gg1$ the factor tends to one. At $\eta=0$ it is one half, and the capacitance is $0.77\ \mu\mathrm{F/cm^2}$. For $\eta\ll-1$ both $n/(D_0k_BT)$ and $C_q/C_{q0}$ tend to $e^\eta$, so that

$$C_q\approx e^2D_0e^\eta=\frac{e^2n}{k_BT}.$$

In this dilute limit the mass no longer appears once the density is given. The value $1.54\ \mu\mathrm{F/cm^2}$ thus belongs to a filled band bottom and does not describe a channel near turn-off.

For the one-percent condition, set $1/(1+e^{-\eta})=0.99$. Then $e^{-\eta}=1/0.99-1=1/99$, and $\eta=\ln99=4.595$. At 300 K the thermal energy is $k_BT=25.85$ meV, so

$$\mu-E_1=4.595\times25.85\ \mathrm{meV}=118.8\ \mathrm{meV}.$$

Any larger separation brings the capacitance closer still to the limit. The separation of 0.1 eV in the problem falls slightly short of the criterion. There $\eta=100/25.85=3.868$, the thermal factor is $0.9795$, and

$$C_q=0.9795\times1.539\ \mu\mathrm{F/cm^2}\approx1.51\ \mu\mathrm{F/cm^2}.$$

The loss relative to $C_{q0}$ is about two percent.

The density behaves differently. At zero temperature it would be $D_0\times0.1\ \mathrm{eV}=9.608\times10^{11}\ \mathrm{cm^{-2}}$; at 300 K it is $9.659\times10^{11}\ \mathrm{cm^{-2}}$. Heating at fixed $\mu-E_1$ has raised the density but lowered its slope. To see why, write $\ln(1+e^\eta)=\eta+\ln(1+e^{-\eta})$, which gives

$$n=D_0(\mu-E_1)+D_0k_BT\ln(1+e^{-\eta}).$$

The second term is positive, so the density exceeds its zero-temperature value. It shrinks as $\eta$ grows, so its contribution to the slope is negative.

This is also why $C_q$ must be taken as a slope. The ratio of total charge to channel potential at 300 K is

$$\frac{en}{\psi}=\frac{1.602\times10^{-19}\times9.659\times10^{11}}{0.1}\ \mathrm{F/cm^2}=1.55\ \mu\mathrm{F/cm^2}.$$

It lies above $C_{q0}$, whereas the true differential capacitance lies below it. At zero temperature the two agree, because the density is then proportional to $\psi$.

### The second subband

A real channel has a further subband with edge $E_2>E_1$. Suppose that it has the same mass and that the two edges move together. The strip argument then applies to each, and

$$C_q=C_{q0}\,[f(E_1)+f(E_2)].$$

When both edges lie many $k_BT$ below $\mu$, the sum tends to $2C_{q0}$, about $3.1\ \mu\mathrm{F/cm^2}$. The number from the tempting solution is therefore the right answer to another problem, that of two subbands whose edges both lie far below $\mu$.

For the second subband to add at most one percent of $C_{q0}$, we need $f(E_2)\le0.01$, or $E_2-\mu\ge k_BT\ln99=118.8$ meV at 300 K. With $\mu-E_1=100$ meV, the subband spacing must then be at least about 219 meV. A smaller spacing makes the one-subband value too low by more than this amount.

## Part (c): the channel under a gate

The density depends on the channel potential, but the charge also changes that potential. The two must be found together.

The gate charge $en$ produces the voltage $en/C_{\text{ins}}$ across the insulator, where $C_{\text{ins}}$ is the insulator capacitance per area. Treat the channel as a thin charge sheet directly at the insulator, so that no voltage drops within the channel, and assume that the shape of the subband wave function stays fixed. The edge then follows the channel potential rigidly, and the gate voltage obeys

$$V_G-V_0=\psi+\frac{en}{C_{\text{ins}}}.$$

The constant $V_0$ collects the work-function difference and any fixed charge. It is the gate voltage at which the edge would meet $\mu$ if the channel held no charge. Since $n$ is a known function of $\psi$, this is one equation for one unknown. Its right side increases with $\psi$, so a given gate voltage has a single solution.

For a small change of gate voltage, $e\,dn=C_q\,d\psi$, and therefore

$$dV_G=d\psi+\frac{C_q}{C_{\text{ins}}}\,d\psi
\quad\Longrightarrow\quad
\frac{d\psi}{dV_G}=\frac{C_{\text{ins}}}{C_{\text{ins}}+C_q}.$$

The gate capacitance is the charge added per gate voltage:

$$C_G=e\frac{dn}{dV_G}=C_q\frac{d\psi}{dV_G}=\frac{C_qC_{\text{ins}}}{C_{\text{ins}}+C_q},
\qquad \frac1{C_G}=\frac1{C_{\text{ins}}}+\frac1{C_q}.$$

The capacitances combine in series because one and the same charge accounts for both voltage steps, one across the insulator and one between $\mu$ and the edge.

The insulator has $C_{\text{ins}}=20\,\varepsilon_0/(4\ \mathrm{nm})=4.427\ \mu\mathrm{F/cm^2}$. With $C_q=1.508\ \mu\mathrm{F/cm^2}$ from part (b),

$$\frac{d\psi}{dV_G}=\frac{4.427}{4.427+1.508}=0.746,\qquad
C_G=0.746\times1.508\ \mu\mathrm{F/cm^2}\approx1.12\ \mu\mathrm{F/cm^2}.$$

About 75 percent of a small gate-voltage step lowers the subband edge, and 25 percent appears across the insulator. The gate capacitance is only 25 percent of the insulator value. A calculation that treated the channel as a metal plate, with $C_G=C_{\text{ins}}$, would overstate the added charge by a factor of about four.

The operating point follows from the same equation. The insulator voltage is

$$\frac{en}{C_{\text{ins}}}=\frac{1.602\times10^{-19}\times9.659\times10^{11}}{4.427\times10^{-6}}\ \mathrm V=0.035\ \mathrm V,$$

so the gate drive is $V_G-V_0=0.100+0.035=0.135$ V. Solving the gate equation at two neighbouring voltages and taking the difference of the charges gives $C_G=1.125\ \mu\mathrm{F/cm^2}$, as does the series law.

The quantum capacitance can also be read as a length. A layer of the same insulator with capacitance $1.508\ \mu\mathrm{F/cm^2}$ would be $4\ \mathrm{nm}\times4.427/1.508=11.7$ nm thick. The channel thus acts, for small changes about this operating point, like 11.7 nm of additional insulator.

The limits follow from the series law. If $C_{\text{ins}}\ll C_q$, then $C_G\approx C_{\text{ins}}$ and the insulator controls the charge. If $C_{\text{ins}}\gg C_q$, then $C_G\approx C_q$ and further thinning of the insulator adds little. In this one-subband parabolic model $C_G$ stays below $C_{q0}$, since $C_G<C_q<C_{q0}$ at any nonzero temperature.

The thin-sheet and rigid-edge assumptions leave out two effects. In a real channel the electrons sit at some distance from the insulator, so a further voltage drops between the insulator and the charge, which lowers $C_G$. The effect need not be small: a gap of 5 nm with relative permittivity 15 has a capacitance of only $2.7\ \mu\mathrm{F/cm^2}$, less than $C_{\text{ins}}$. The value $1.12\ \mu\mathrm{F/cm^2}$ is therefore the thin-sheet result. With the parabolic mass held at $0.023\,m_e$, a layer of relative permittivity 15 between hard walls 5 to 10 nm apart has $C_G$ between about $0.96$ and $0.85\ \mu\mathrm{F/cm^2}$ at the same $\mu-E_1$. This is not yet a prediction for InAs: the heavier subband mass discussed in the last section raises $C_q$, and with a bulk nonparabolicity $\alpha=2\ \mathrm{eV^{-1}}$ the same layers give about $1.7$ and $1.2\ \mu\mathrm{F/cm^2}$, above the thin-sheet value. The wave function of the electrons also changes shape as the gate field grows. To include both effects, a self-consistent solution of the Schrödinger and Poisson equations across the layer is needed. The model also treats the electrons as independent apart from their mean electrostatic field. At this density, with relative permittivity 15 and at zero temperature, Hartree–Fock exchange raises $C_q$ by about 8 percent for a sheet and by 4 to 5 percent for a layer 5 to 10 nm thick. This exceeds the two-percent thermal loss, so the one-percent criterion and the bound $C_q<C_{q0}$ belong to the independent-electron model.

## When the mass is not constant

The problem specifies a parabolic subband. In InAs this is a significant restriction, because the band gap is narrow and the energy of the conduction band rises less steeply than the parabola away from the edge. A simple model of this is

$$\varepsilon(1+\alpha\varepsilon)=\frac{\hbar^2k^2}{2m},\qquad \varepsilon=E-E_1,$$

where $m$ is now the mass at the subband edge and $\alpha>0$ measures the nonparabolicity. Counting $\mathbf k$ points does not depend on the dispersion, so $n=k_F^2/(2\pi)$ still holds at zero temperature. With $\varepsilon_F=\mu-E_1$,

$$n=\frac{1}{2\pi}\,\frac{2m}{\hbar^2}\,\varepsilon_F(1+\alpha\varepsilon_F)=D_0(\varepsilon_F+\alpha\varepsilon_F^2),$$

and differentiation gives

$$C_q=e^2\frac{dn}{d\varepsilon_F}=C_{q0}(1+2\alpha\varepsilon_F).$$

Take $\alpha=2\ \mathrm{eV^{-1}}$ as a round illustrative value. At $\varepsilon_F=0.1$ eV the factor is $1+2\times2\times0.1=1.4$, and $C_q=1.4\times1.539\approx2.2\ \mu\mathrm{F/cm^2}$. A direct count of $\mathbf k$ points with this dispersion confirms the factor.

This correction is far larger than the two-percent thermal one, and it has the opposite sign. The value $1.54\ \mu\mathrm{F/cm^2}$ therefore holds for a subband whose mass is 0.023 at the energies that are filled, or, with nonparabolicity, in the limit of small $\varepsilon_F$ at zero temperature. Confinement in a thin layer also raises the edge mass itself, and $C_{q0}$ rises in proportion. If the same form with $\alpha=2\ \mathrm{eV^{-1}}$ and $m=0.023\,m_e$ describes the bulk material, hard walls 10 nm apart raise the edge mass by a factor of about 1.5, and the nonparabolicity of the subband itself falls by the same factor, to about $1.3\ \mathrm{eV^{-1}}$. The mass to be used in $C_{q0}$ is thus that of the subband, which in a thin layer can differ clearly from the bulk value.

The numerical output below lists the main values used here.

## Calculated quantities

```
mass ratio m/m_e: 0.023
mass m: 2.0952e-32 kg
elementary charge: 1.60218e-19 C
hbar: 1.05457e-34 J s
density of states D0: 9.6078e+12 1/(eV cm^2)
D0 from counted k points: 9.6066e+12 1/(eV cm^2)
degenerate C_q0: 0.01539 F/m^2
degenerate C_q0: 1.5393 uF/cm^2
4 eps0/a0 (C_q0 for m = m_e): 66.928 uF/cm^2
temperature: 300 K
thermal energy kT: 25.852 meV
mu - E1 in the example: 0.100 eV
eta = (mu - E1)/kT: 3.8682
thermal factor C_q/C_q0: 0.9795
C_q at 300 K: 1.5078 uF/cm^2
C_q at 300 K by finite difference: 1.5078 uF/cm^2
C_q at mu = E1: 0.7697 uF/cm^2
ln 99: 4.5951
mu - E1 for 99 percent of C_q0 at 300 K: 118.8 meV
density at zero temperature: 9.6078e+11 cm^-2
density at 300 K: 9.6592e+11 cm^-2
insulator relative permittivity: 20
insulator thickness: 4.0 nm
insulator capacitance C_ins: 4.4271 uF/cm^2
insulator voltage e n/C_ins: 0.0350 V
gate drive V_G - V0: 0.1350 V
total C_G from series law: 1.1248 uF/cm^2
total C_G from solved gate equation: 1.1248 uF/cm^2
C_G/C_ins: 0.2541
edge share dpsi/dV_G: 0.7459
edge share from solved gate equation: 0.7459
illustrative alpha: 2.0 1/eV
nonparabolic factor at 0.1 eV, T = 0: 1.4000
nonparabolic factor from counted k points: 1.4001
nonparabolic C_q at 0.1 eV, T = 0: 2.1551 uF/cm^2
```
